# Electrons per volt in a cylindrical charge-trap cell

## Result

A cylindrical memory cell has a gate of length $L=30$ nm. Its trapped electrons lie on a cylinder of radius $r_t=35$ nm, the inner face of the gate is at $R_g=42$ nm, and silicon dioxide of relative permittivity $\varepsilon_{ox}=3.9$ fills the gap $d=R_g-r_t=7$ nm. If $N$ trapped electrons raise the threshold voltage by $\Delta V$, then in the ideal coaxial model

$$\frac{N}{\Delta V}=\frac{2\pi\varepsilon_0\varepsilon_{ox}L}{e\,\ln(R_g/r_t)}\approx 220\ \text{per volt}.\qquad(1)$$

For a gap that is thin compared with the radius, $\delta=d/r_t\ll1$, this becomes

$$\frac{N}{\Delta V}=\frac{2\pi\varepsilon_0\varepsilon_{ox}\,r_tL}{e\,d}\left[1+\frac{\delta}{2}-\frac{\delta^2}{12}+O(\delta^3)\right].\qquad(2)$$

The leading term is a flat capacitor with the area of the trapped sheet and gives 203 electrons per volt. The first correction, $\delta/2=0.10$, raises this to 223.

Equation (1) leaves out the depth of the charge inside the trapping layer and the finite length of the gate. Both are sized below. Taken separately, they move the number to about 178 and, if the silicon screens like a metal, to about 243.

## What the shift means

From the inside outwards, the cell consists of an insulating core, a silicon shell that carries the current, a tunnel oxide, a silicon nitride layer that holds the trapped electrons, the blocking oxide and the gate. The threshold voltage is the gate voltage at which the silicon holds a chosen small number of mobile electrons per unit length. The shift $\Delta V$ is the extra gate voltage that restores this number after the $N$ electrons have been trapped. The two states are compared at the same temperature and with the same source potential.

The assumptions are axial symmetry, no variation along the axis within the length $L$, linear dielectrics, trapped charge that stays in place, and a mobile electron density $n$ that depends on the local potential $\phi$ and grows with it.

## Derivation of the coaxial formula

**The inside is the same in both states.** The core holds no charge, so by Gauss's law the field vanishes at the inner silicon surface, $r=r_i$. From there the potential obeys

$$\frac1r\frac{d}{dr}\left(r\,\varepsilon_0\varepsilon\,\frac{d\phi}{dr}\right)=e\,n(\phi)$$

in the silicon. The right side is positive because the electron charge is $-e$ and Poisson's equation carries a minus sign. In the tunnel oxide and the nitride, inside $r_t$, the right side is zero.

The value $\phi(r_i)$ fixes the whole solution out to $r_t$. Take two solutions, the second with the larger starting value, and let $u=\phi_2-\phi_1$. Subtracting the two equations and integrating from $r_i$ gives

$$r\,\varepsilon_0\varepsilon\,\frac{du}{dr}=\int_{r_i}^{r}e\,[n(\phi_2)-n(\phi_1)]\,r'dr'.$$

At the start $u>0$, so $n(\phi_2)>n(\phi_1)$ and the right side is positive. Hence $u$ grows and stays positive, and the second solution holds more electrons. Equal mobile charge therefore requires equal starting values, and then equal potentials everywhere inside $r_t$. The permittivities and thicknesses of the silicon, the tunnel oxide and the nitride drop out of the shift.

**The outside differs by the trapped charge.** Apply Gauss's law to a cylinder of radius $r$ between $r_t$ and $R_g$. The enclosed charge differs between the two states by $-eN$, so the outward field changes by

$$\delta E(r)=-\frac{eN}{2\pi\varepsilon_0\varepsilon_{ox}L\,r}.$$

The gate potential is $\phi(r_t)-\int_{r_t}^{R_g}E\,dr$, plus a work-function constant that is the same in both states. Since $\phi(r_t)$ is also the same,

$$\Delta V=-\int_{r_t}^{R_g}\delta E\,dr=\frac{eN}{2\pi\varepsilon_0\varepsilon_{ox}L}\int_{r_t}^{R_g}\frac{dr}{r}=\frac{eN}{2\pi\varepsilon_0\varepsilon_{ox}L}\ln\frac{R_g}{r_t}.$$

The shift is positive: trapped electrons repel the mobile ones, and the gate must make up for it. Solving for $N/\Delta V$ gives (1).

**Numbers.** In units suited to counting electrons, $\varepsilon_0/e=0.05526$ electrons/(V nm). With $\ln(42/35)=0.18232$,

$$\frac{N}{\Delta V}=\frac{2\pi\times0.05526\times3.9\times30}{0.18232}\ \text{V}^{-1}=222.8\ \text{V}^{-1}.$$

This corresponds to a capacitance of 35.7 aF between sheet and gate. The average shift per electron is $1/222.8$ V, or 4.49 mV. A single electron is not a uniform sheet, and its own effect depends on where under the gate it lies.

## The thin-gap expansion

Since $R_g/r_t=1+\delta$, the logarithm expands as

$$\ln(1+\delta)=\delta\left(1-\frac{\delta}{2}+\frac{\delta^2}{3}-\dots\right).$$

To invert the bracket, write it as $1-s$ with $s=\delta/2-\delta^2/3+\dots$ and use $1/(1-s)=1+s+s^2+\dots$. To second order $s^2=\delta^2/4$, so

$$\frac{1}{\ln(1+\delta)}=\frac1\delta\left(1+\frac\delta2-\frac{\delta^2}{3}+\frac{\delta^2}{4}+\dots\right)=\frac1\delta\left(1+\frac\delta2-\frac{\delta^2}{12}+\dots\right).$$

Inserting this in (1) with $1/\delta=r_t/d$ gives (2).

Here $\delta=7/35=0.2$. The leading term is 203.1 per volt, which is 9% below the value of (1). The first correction multiplies it by 1.1 and gives 223.4, which is 0.3% above. The second-order term is $-0.0033$ of the leading one, or about $-0.7$ per volt, and it removes most of what remains.

The first correction has a simple origin. The field of the sheet falls as $1/r$ on its way to the gate. The flat capacitor keeps the field at its value at $r_t$ across the whole gap, so it overestimates the voltage that a given charge produces and underestimates the charge per volt.

**A better radius for the flat capacitor.** The first two terms of (2) combine into

$$\frac{r_t}{d}\left(1+\frac{d}{2r_t}\right)=\frac{r_t+d/2}{d}=\frac{r_m}{d},\qquad r_m=\frac{r_t+R_g}{2}.$$

A flat capacitor whose area is taken at the mean radius $r_m=38.5$ nm thus contains the first correction already. To find its error, set $\eta=d/(2r_m)$, so that $R_g=r_m(1+\eta)$ and $r_t=r_m(1-\eta)$. The even powers cancel in the difference of logarithms:

$$\ln\frac{1+\eta}{1-\eta}=2\eta\left(1+\frac{\eta^2}{3}+\dots\right).$$

The charge per volt is therefore the mean-radius estimate times $1-\eta^2/3+\dots$. With $\eta=1/11$ the correction is $-0.28\%$, which takes 223.4 to 222.8.

Taking the area at the gate radius instead gives the bracket $1+\delta$, with a first-order term twice too large, and 243.8 per volt. The trap-radius and gate-radius values bracket (1) for any gap, because $1/r$ lies between $1/R_g$ and $1/r_t$ throughout the integral.

## The opposite limit

When $R_g\gg r_t$ the flat picture is useless, but (1) still holds for a long cylinder. The charge per volt then falls only logarithmically: doubling $R_g$ at fixed $r_t$ adds $\ln2$ to the denominator. It tends slowly to zero, because the potential of an infinitely long charged cylinder grows without limit with distance.

For a gate of fixed length, (1) stops holding before this limit is reached. Once the gap is comparable with $L$, field lines leave through the ends and the assumption of no axial variation fails. A small gap alone is not enough: equation (1) needs a gate that is long compared with the whole distance from the silicon to the gate. Expansion (2) also needs a gap small compared with $r_t$.

## First correction for the depth of the charge

Trapped electrons occupy the nitride and not just its outer face. Let the nitride extend from $a=29$ nm to $b=r_t=35$ nm, with relative permittivity $\varepsilon_N=7.5$. The derivation above applies to a thin shell of charge at any radius $r$ in this layer, except that the changed field now also crosses the nitride between $r$ and $b$. Shells add, because the extra field is linear in the charge. For $N$ electrons spread with uniform density,

$$\Delta V=\frac{eN}{2\pi\varepsilon_0L}\left[\frac{\langle\ln(b/r)\rangle}{\varepsilon_N}+\frac{\ln(R_g/b)}{\varepsilon_{ox}}\right].$$

The average is taken over the cross-section, with weight $r\,dr$ and normalization $(b^2-a^2)/2$. An antiderivative of $r\ln(b/r)$ is $\tfrac12r^2\ln(b/r)+\tfrac14r^2$, so

$$\langle\ln(b/r)\rangle=\frac{2}{b^2-a^2}\left[\frac{b^2-a^2}{4}-\frac{a^2}{2}\ln\frac ba\right]=\frac12-\frac{a^2\ln(b/a)}{b^2-a^2}.$$

For the example this is 0.08815. Relative to a sheet at $b$ with the same number of electrons, the shift grows by the factor

$$1+\frac{\varepsilon_{ox}}{\varepsilon_N}\,\frac{\langle\ln(b/r)\rangle}{\ln(R_g/b)}=1+\frac{3.9}{7.5}\times\frac{0.08815}{0.18232}=1.251,$$

and the charge per volt drops to $222.8/1.251=178$.

The thin-layer limit shows what controls this factor. For a nitride thickness $t=b-a\ll b$ the average tends to $t/(2b)$, since the charge lies on average half a thickness deep, and for a thin gap $\ln(R_g/b)$ tends to $d/b$. The factor becomes $1+\varepsilon_{ox}t/(2\varepsilon_Nd)$, which is 1.22 here. Depth is thus a larger correction than curvature in this cell. It compares $t/2$ with $d$, two lengths of similar size, whereas curvature compares $d/2$ with the much larger radius.

## Correction for the finite gate

The ends matter if their influence reaches the middle of the gate. Between two flat grounded walls a distance $w$ apart, the slowest-decaying solution of Laplace's equation is $\sin(\pi x/w)\,e^{-\pi z/w}$, where $x$ runs across the gap and $z$ along it. Taking the outer silicon surface at 24 nm and the gate at 42 nm as the walls, $w=18$ nm and, if the layers are treated as one dielectric, the decay length is roughly $w/\pi\approx6$ nm. The middle of the gate is 15 nm from each end, less than three decay lengths, so an effect of several per cent is to be expected.

A numerical solution gives its size. Poisson's equation was solved by finite differences in $r$ and $z$ on a 0.5 nm grid, for a 30 nm gate separated from its grounded neighbours by 25 nm of oxide. The silicon surface was a grounded conductor, and the charge was a sheet at $r_t$ confined to the length of the gate. The shift was defined as the gate voltage that cancels the field of the trapped charge at the silicon surface under the middle of the gate.

This shift is 0.92 of the value from (1) for the same charge (the third digit moves by 0.001 to 0.002 with the grid and the radial depth of the gate), so about 243 electrons are needed per volt. The ends weaken the effect of the charge at the centre by 8% relative to the effect of the gate. By the same measure, charge that shifts its own cell by an ideal 1 V shifts the next cell by about 4 mV.

A real threshold depends on the potential along the whole current path. The silicon is also nearly empty at threshold and screens less than the grounded conductor assumed here, so the ends can matter considerably more. The 8% and the 4 mV belong to this mid-gate criterion and to a conducting channel. In the opposite extreme the silicon is an empty dielectric around an oxide core, and the shift is the gate voltage that restores the potential at the silicon surface under the middle of the gate. The ratio then falls to about 0.76, and the next cell shifts by about 0.1 V. The corrections for depth and for length have opposite signs. They were computed separately, and their combined effect was not.

## A cell programmed by 3 V

In the ideal model a shift of 3.0 V requires $3.0\times222.8=668$ electrons. Spread over the area $2\pi r_tL$, they have a sheet density of $1.0\times10^{13}$ cm$^{-2}$. If the same 668 electrons filled the nitride uniformly, the shift would be $3.0\times1.251=3.75$ V.

**Field at threshold.** The trapped charge produces its largest oxide field at $r_t$:

$$\frac{\Delta V}{r_t\ln(R_g/r_t)}=\frac{3.0\ \text{V}}{35\ \text{nm}\times0.18232}=0.470\ \text{V/nm}=4.7\ \text{MV/cm}.$$

This is about half of a rough breakdown field of 10 MV/cm.

**Field at rest.** Now let gate and silicon both be grounded conductors, with work-function differences ignored. For the silicon this assumes a supply of holes, on which the field of the trapped electrons can end. The sheet sees two capacitances in parallel, each of the form $2\pi\varepsilon_0L/s$. Outwards, $s_{out}=0.18232/3.9=0.0467$. Inwards, through the nitride and a tunnel oxide from 24 to 29 nm,

$$s_{in}=\frac{\ln(29/24)}{3.9}+\frac{\ln(35/29)}{7.5}=0.0736.$$

The charge obeys $eN=(C_{in}+C_{out})|\psi|$, where $\psi$ is the potential of the sheet, and also $eN=C_{out}\Delta V$. Therefore

$$|\psi|=\Delta V\,\frac{C_{out}}{C_{in}+C_{out}}=\Delta V\,\frac{s_{in}}{s_{in}+s_{out}}=1.83\ \text{V},$$

and $\psi$ is negative. This is smaller than the 3.0 V shift because part of the field now ends on the silicon. The peak fields are 2.9 MV/cm in the blocking oxide and 2.7 MV/cm in the tunnel oxide.

**Does the charge stay?** The model holds it fixed. A rough estimate of escape through the blocking oxide uses the WKB exponent

$$S=\frac{2\sqrt{2m}}{\hbar}\int\sqrt{U(r)}\,dr,\qquad U(r)=U_0-e\,v\,\frac{\ln(r/r_t)}{\ln(R_g/r_t)},$$

integrated numerically from $r_t$ to the gate or to the point where $U=0$, whichever comes first. Here $v$ is the voltage across the blocking oxide. The inputs are rough: a tunnelling mass of 0.42 electron masses, and a barrier $U_0=2.6$ eV made of a 1.5 eV trap depth and a 1.1 eV band offset. The escape time is $e^{S}/\nu$ with an attempt rate $\nu=10^{13}$ s$^{-1}$.

At rest $S=59$ and the time is of order $10^{12}$ s. With 3.0 V across the oxide, as at threshold, $S=42$ and the time is of order $10^5$ s, far longer than a single read operation.

Thermal emission into the nitride conduction band, at the same attempt rate and at 358 K, takes $e^{1.5\,\text{eV}/k_BT}/\nu\sim10^8$ s, or a few years. This is faster than tunnelling through the blocking oxide at rest, although an emitted electron may be trapped again. The field in the nitride is ignored here. For traps that are charged when empty it lowers the barrier and can shorten the time by orders of magnitude. A change of 0.1 eV in trap depth changes this time by a factor of about 25, so these times are orders of magnitude at best. Spreading of the charge along the nitride, which in vertical NAND usually continues past the ends of the gate, is not included, and neither is escape through the tunnel oxide. For electrons near the inner face of the nitride it can be faster than both estimates for the cell at rest, because that oxide is only 5 nm thick.

## Beside real devices

The dimensions are roughly those of vertical NAND memory, in which a stack of gates surrounds a thin silicon shell and an oxide–nitride–oxide sandwich. The layer thicknesses, the gate length and a shift of a few volts are rough typical values, not data for a particular product. Of the assumptions behind (1), the thin sheet and the long gate are two that such a cell plainly breaks. For the present dimensions, uniform filling of the nitride lowers the 223 electrons per volt by 20%, and the finite gate raises them by 9% if the channel is treated as a conductor. These two percentages should not be multiplied to predict a real cell, chiefly because the effect of the ends depends strongly on how well the silicon screens. For a real cell, (1) gives the order of magnitude; its digits describe the model alone.
